Absence of thermal rectification in conductors with separable conductivity, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The separable conductor

### Definitions and conventions

The conductor extends along x from its left end at x = 0 to its right end at x = L. Its cross-section is A(x), and the temperature T(x) is taken as uniform over each cross-section. The two ends are held at fixed temperatures. The hotter one is T_h and the colder one is T_c, with

T_h > T_c > 0,  Δ = T_h − T_c.

The heat current Q is the heat crossing a section per unit time. It is counted positive when heat flows toward increasing x. Two experiments are made on the same structure. In the forward one the left end is at T_h and the right end at T_c. In the reverse one the two temperatures are exchanged, and nothing else is changed. The magnitudes of the heat currents are Q_f and Q_r. The rectification is their difference relative to their mean:

r = 2 (Q_f − Q_r)/(Q_f + Q_r).   (1)

A positive r means that more heat flows when the left end is hot. The ratio of the currents follows by solving (1) for Q_f/Q_r:

Q_f/Q_r = (1 + r/2)/(1 − r/2).

The thermal conductivity κ(x,T) is separable if it is the product of a function of position and a function of temperature:

κ(x,T) = f(x) g(T).   (2)

Both factors are positive. The function f is piecewise continuous and bounded away from zero, so it may jump where two materials meet. The function g is continuous between T_c and T_h. The cross-section A is also piecewise continuous and bounded away from zero. The split in (2) is not unique, since f may be multiplied by a constant and g divided by it. No result below depends on that choice.

### The heat current at zero electric current

In a conductor that carries charge as well as heat, the two flux densities are linked. Let j be the electric current density, σ the electrical conductivity, S the Seebeck coefficient and E the gradient force on the charge per unit charge, including the chemical part. In linear response

j = σ (E − S dT/dx),

q = T S j − κ dT/dx.   (3)

The first term of q is the Peltier heat carried by the electric current. The second is conduction. The coefficient κ in (3) is defined at j = 0, which is the condition of an open electrical circuit.

The conductor is taken to be open-circuited. In one dimension charge conservation makes the total electric current the same at every section, and it is zero at the ends, so j = 0 everywhere. The first line of (3) then gives E = S dT/dx. A thermoelectric voltage builds up, but it drives no current. The Peltier term vanishes, and so does the Joule heat, which is proportional to the product of j and E. What remains is Fourier's law,

q = −κ dT/dx.

This holds even if S varies with position and temperature. Multiplying by the cross-section gives the heat current:

Q = −A(x) κ(x,T) dT/dx.   (4)

### Statement and assumptions

For a separable conductivity, the steady heat current has the same magnitude in the forward and the reverse experiment. This holds for every pair T_h, T_c and for every A(x) and f(x), however asymmetric.

Four physical assumptions enter.

- The heat flux at a point is fixed by the temperature and its gradient at that point, as in (4).
- The state is steady, no heat is generated inside, and none leaves through the sides.
- The temperature is continuous at internal joints and at the two ends. A thermal contact resistance must be counted as part of the conductor, and it must then satisfy (2) as well.
- The functions f, g and A are the same in both experiments. If heating changes the phase or composition of the material, the second experiment is made on a different conductor.

The last assumption deserves attention in phase-change devices, where a temperature excursion may be intended to alter the structure.

### Proof

Consider a slice between x and x + dx. In the steady state its energy does not change. With no source and no side loss, the heat entering on the left equals the heat leaving on the right. Therefore

dQ/dx = 0,

and Q is one number for the whole conductor. Inserting (2) in (4) gives

Q = −A(x) f(x) g(T) dT/dx.   (5)

Since A, f and g are positive, dT/dx has the sign of −Q wherever it exists. The temperature is therefore monotonic along x and stays between T_c and T_h. The values of g outside that interval play no part.

Define the transformed temperature

Φ(T) = ∫ g(T′) dT′, from a fixed reference temperature to T.   (6)

Its derivative with respect to T is g(T). By the chain rule,

dΦ/dx = g(T) dT/dx,

so (5) becomes

A(x) f(x) dΦ/dx = −Q.   (7)

The temperature-dependent factor has been absorbed. Equation (7) is a linear equation for Φ whose coefficient depends on position alone.

At a joint, f or A may jump. The temperature does not, and Φ is the same function of temperature on both sides because g is the same. Hence Φ is continuous at the joint, and (7) may be integrated across it. Dividing by A f and integrating from 0 to L gives

Φ(T_right) − Φ(T_left) = −Q ∫₀ᴸ dx/(A f).

With the definition

R = ∫₀ᴸ dx/(A(x) f(x)),   (8)

the current is

Q = [Φ(T_left) − Φ(T_right)]/R.   (9)

The quantity R contains the whole structure and no temperature. In the forward experiment T_left = T_h and T_right = T_c, so

Q = +[Φ(T_h) − Φ(T_c)]/R.

In the reverse experiment T_left = T_c and T_right = T_h, so

Q = [Φ(T_c) − Φ(T_h)]/R = −[Φ(T_h) − Φ(T_c)]/R.

The two currents differ only in sign. Their common magnitude is

Q_f = Q_r = (1/R) ∫ g(T) dT, from T_c to T_h,   (10)

and (1) gives r = 0.

It remains to show that a steady solution exists and is unique. Since g is positive, Φ increases strictly with T and can be inverted between T_c and T_h. Integrating (7) from 0 to x gives Φ at each point, and its value lies between Φ(T_c) and Φ(T_h). Inversion then gives one temperature at each x. Conversely, every steady solution obeys (7) and therefore has the current (9). This completes the proof.

### Why a common temperature function matters

The point at which separability is needed can be seen in two films in series. Let the left film have the functions f₁, g₁ and the right film f₂, g₂. Define Φ₁ and Φ₂ from g₁ and g₂ as in (6), let R₁ and R₂ be the parts of (8) belonging to each film, and let T_j be the temperature of the joint. In the forward experiment each film separately obeys

Q R₁ = Φ₁(T_h) − Φ₁(T_j),

Q R₂ = Φ₂(T_j) − Φ₂(T_c).

Adding the two lines gives

Q (R₁ + R₂) = Φ₁(T_h) − Φ₂(T_c) + [Φ₂(T_j) − Φ₁(T_j)].

If g₁ = g₂, a common reference temperature makes the bracket zero, and the joint temperature drops out. If the temperature functions are not proportional, the joint temperature remains in the result. It generally differs between the two experiments, and this opens the way to rectification. If they are merely proportional, the constant of proportionality can be moved into f, and the conductor is separable after all.

### The two temperature profiles

Equal currents do not imply mirror-image temperature profiles. Define the fraction of R that lies to the left of x:

s(x) = (1/R) ∫₀ˣ dx′/(A(x′) f(x′)),  s(0) = 0,  s(L) = 1.   (11)

Write Φ_h = Φ(T_h) and Φ_c = Φ(T_c). Integrating (7) from 0 to x gives Φ(x) = Φ(0) − Q R s(x). In the forward experiment Φ(0) = Φ_h and Q R = Φ_h − Φ_c, so

Φ_f(x) = Φ_h − (Φ_h − Φ_c) s(x).

In the reverse experiment Φ(0) = Φ_c and Q R = −(Φ_h − Φ_c), so

Φ_r(x) = Φ_c + (Φ_h − Φ_c) s(x).

Addition removes s:

Φ_f(x) + Φ_r(x) = Φ_h + Φ_c at every x.   (12)

The transformed temperatures are complementary at each point. If g is constant, Φ is proportional to T up to a constant, and the temperatures themselves are complementary. For other g their sum generally varies along the conductor. A difference between measured profiles is therefore not by itself evidence of rectification.

### Consequences and special cases

Let ḡ be the average of g over the temperature interval:

ḡ = (1/Δ) ∫ g(T) dT, from T_c to T_h.

Then (10) reads

Q_f = Q_r = ḡ Δ/R.

Temperature enters through ḡ Δ and structure through R. For g = 1 the result is the ordinary series resistance. For g = T, the integral is (T_h² − T_c²)/2, and ḡ is the mean of the end temperatures.

A taper made of one uniform material is separable for any κ(T): take f = 1 and g = κ(T). The taper enters through A(x), which is a function of position alone. Within this one-dimensional model, shape by itself produces no rectification. The same is true of a local reduction of conductivity by porosity or composition, provided that it multiplies κ by the same factor at all temperatures.

Two materials in series rectify only if their conductivities have different temperature dependences. A difference in magnitude, however large, is not sufficient.

Separability can be examined from a table of κ. Choose a reference temperature T₀ and form

κ(x,T)/κ(x,T₀).

If (2) holds, this ratio equals g(T)/g(T₀) and is the same curve at every x. Conversely, if the ratio is a function u(T) alone, then κ(x,T) = κ(x,T₀) u(T), which has the form (2). The criterion requires no derivative and no knowledge of the factors beforehand.

A contact can be treated similarly. Suppose that the flux per unit area through a boundary between temperatures T₁ and T₂ is

q = h₀ ∫ g(T) dT, from T₂ to T₁,

with the same g as the body. Then Q = A h₀ [Φ(T₁) − Φ(T₂)], so the contact adds 1/(A h₀) to R and the theorem survives. A contact with q = h (T₁ − T₂) and constant h has a constant temperature function. It satisfies the condition if the body also has constant g, and otherwise it makes the complete conductor non-separable.

### A joined and tapered metallic strip

The example is a suspended strip in vacuum made from two disordered metallic films joined end to end. Its parameters are rough values in the regime of resistive titanium nitride films, which serve as heaters in phase-change memory. The strip is 2000 nm long and 50 nm thick. Its width falls linearly from 300 nm on the left to 100 nm on the right:

w(x) = 300 nm − 0.1 x,  A(x) = (50 nm) w(x).

The films meet at x = 1000 nm, where the width is 200 nm. The left film has resistivity ρ₁ = 200 µΩ cm and the right film ρ₂ = 400 µΩ cm. The end temperatures are 900 K and 300 K.

In the basic model, disorder makes both resistivities independent of temperature, and electrons carry all the heat. The Wiedemann–Franz law with the Sommerfeld value of the Lorenz number then gives

κ(x,T) = L₀ T/ρ(x),

L₀ = (π²/3)(k_B/e)² = 2.443 × 10⁻⁸ W Ω/K².

This is separable, with f = L₀/ρ and g = T. At 300 K the conductivities are 3.66 W/(m K) on the left and 1.83 W/(m K) on the right.

In each film f is constant. Since dw/dx = −0.1, the integral of dx/w is 10 times the logarithm of the width ratio. With the thickness of 50 nm this gives

R₁ = ρ₁ ln(300/200)/[L₀ (5 nm)] = 6.639 K²/nW,

R₂ = ρ₂ ln(200/100)/[L₀ (5 nm)] = 22.698 K²/nW.

Their sum is R = 29.337 K²/nW. The fraction to the left of the joint is

s_j = 6.639/29.337 = 0.2263.

The temperature integral is

(900² − 300²)/2 K² = 360 000 K².

Equation (10) therefore gives

Q_f = Q_r = 360 000/29.337 nW = 12.27 µW.

The joint temperatures follow from the profiles with Φ = T²/2. With the left end hot,

T_j² = 900² − (900² − 300²)(0.2263) K²,  T_j = 804 K.

With the right end hot,

T_j² = 300² + (900² − 300²)(0.2263) K²,  T_j = 503 K.

The squares add to 900² + 300² K², as (12) requires. The temperatures add to 1307 K, not to 1200 K. The profiles are visibly different while the currents are equal.

## Part 2. Departures from separability

### Symbols and results carried over

The conductor has cross-section A(x), conductivity κ(x,T) and ends at x = 0 and x = L. The end temperatures are T_h and T_c, with difference Δ. The current magnitudes with the left and the right end hot are Q_f and Q_r, and

r = 2 (Q_f − Q_r)/(Q_f + Q_r).

The steady heat current is Q = −A κ dT/dx and is the same at every x. If κ = f(x) g(T), then

Q_f = Q_r = (1/R) ∫ g dT,  R = ∫ dx/(A f),

and r = 0. The example strip has two films with resistivities ρ₁ = 200 µΩ cm and ρ₂ = 400 µΩ cm, ends at 900 K and 300 K, and κ = L₀ T/ρ. Its heat current is 12.27 µW in both directions.

### Rectification at small bias

For a conductivity that is not separable, the leading rectification can be found by expansion in Δ. Let T₀ = (T_h + T_c)/2 and θ = T − T₀. At each position, κ is assumed to be smooth in temperature near T₀:

κ(x,T₀ + θ) = κ₀(x) [1 + b(x) θ + O(θ²)],

κ₀(x) = κ(x,T₀),  b(x) = ∂ ln κ/∂T at T₀.   (13)

The coefficient b is the relative change of conductivity per kelvin. Define the thermal resistance at the mean temperature and its fraction to the left of x:

W = ∫₀ᴸ dx/(A κ₀),  s(x) = (1/W) ∫₀ˣ dx′/(A κ₀).

From here on s has this meaning. For a separable conductivity it agrees with the earlier fraction of R, because g(T₀) cancels. From ds = dx/(W A κ₀) one has

A κ₀ dθ/dx = (1/W) dθ/ds.

The heat current is therefore

Q = −(1/W) [1 + b θ + O(θ²)] dθ/ds.

Solving for the derivative and expanding the reciprocal gives

dθ/ds = −W Q [1 − b θ + O(Δ²)].   (14)

In the forward experiment θ = +Δ/2 at s = 0 and θ = −Δ/2 at s = 1. Integrating (14) over s from 0 to 1 gives

−Δ = −W Q [1 − ∫₀¹ b θ ds + O(Δ²)],

and hence

Q = (Δ/W) [1 + ∫₀¹ b θ ds + O(Δ²)].   (15)

The integral already contains one factor θ, so the leading profile is sufficient there. To lowest order (14) has a constant right-hand side. The profile is linear in s:

θ = Δ (1/2 − s) + O(Δ²).

Substitution in (15) gives

Q = (Δ/W) [1 + C Δ + D Δ² + O(Δ³)],

C = ∫₀¹ b (1/2 − s) ds.   (16)

The value of D will not be needed. The reverse experiment is obtained by changing the sign of Δ, because T₀ is unchanged and the end values of θ change sign. The current reverses, and its magnitude is

Q_r = (Δ/W) [1 − C Δ + D Δ² + O(Δ³)],

where Δ is again positive. Subtraction and addition give

Q_f − Q_r = (Δ/W) [2 C Δ + O(Δ³)],

Q_f + Q_r = (Δ/W) [2 + O(Δ²)].

The D term cancels from the difference. Inserting both lines in the definition of r gives r = 2 C Δ + O(Δ³), or

r = Δ ∫₀¹ b(s) (1 − 2s) ds + O(Δ³).   (17)

The weight 1 − 2s is positive in the left half of the thermal resistance and negative in the right half. Heat flows more easily when a region whose conductivity rises strongly with temperature lies near the hot end. If κ is separable, b = g′(T₀)/g(T₀) is independent of position. Since the integral of 1 − 2s from 0 to 1 is zero, (17) then gives no rectification at leading order, in agreement with the exact theorem.

For two films with constant b in each, let s₁ be the resistance fraction of the left film. The two parts of the weight are

∫ (1 − 2s) ds from 0 to s₁ = s₁ − s₁² = s₁(1 − s₁),

∫ (1 − 2s) ds from s₁ to 1 = −s₁(1 − s₁).

Therefore

r = Δ (b₁ − b₂) s₁(1 − s₁) + O(Δ³).   (18)

At fixed b₁, b₂ and Δ, the leading term is largest in magnitude for equal resistances, where the last factor is 1/4. It vanishes when either film carries a negligible share of the resistance.

A separable conductivity gives heat currents of equal magnitude in both directions, and for other conductivities (17) and (18) give the leading rectification at small bias. What remains is to bound the effect of approximate separability, to show that separability is not necessary for zero rectification, and to examine the example strip at full bias along with the limits of the model.

Numerical values quoted here were computed with a short program.
